**Shared and separate DMRG bases for two states of a Hubbard chain**

The program compares two matrix product states of bond dimension \(m\), the second kept orthogonal to the first, with two states that share block bases taken from the averaged reduced density matrix. For global minima, the shared dimension at equal mean energy error of the pair lies between \(m\) and \(2m\). The chain has eight sites, hopping \(t\), repulsion \(U=4t\), and four electrons of each spin; \(E_0\) and \(E_1\) are its two lowest energies. The program asserts the optimality of the averaged density matrix against rival bases, the bounds on discarded weights at the middle cut, and the energy shift caused by a contaminated lower state. It also asserts that the energies of the separate states are no higher than those of the shared ones at equal \(m\), and that the shared calculation matches the projection accuracy by dimension \(2m\). For \(m=16\), 24 and 32 the match is found at 20, 26 and 38, in a search with steps of 2. The sweeps start from truncated exact vectors, so the output compares how well the states can be represented, not how fast a calculation converges from a poor start.

## Program and output

```python
"""Two-state DMRG on an open Hubbard chain: shared versus separate bases.

Result under test: let m_proj be the bond dimension of two separately stored
matrix product states (the second kept orthogonal to the first), and m_sa the
dimension of block bases shared by both states and taken from the averaged
reduced density matrix.  At equal mean energy error of the pair,
    m_proj <= m_sa <= 2 m_proj.
Symbols: t hopping, U on-site repulsion, L sites, E0 and E1 the exact lowest
energies with L/2 up and L/2 down electrons, eps a discarded weight.
Block bases are stored as explicit vectors, which is possible for a short chain.
Energies are in units of t.
"""
import numpy as np
from scipy.sparse import csr_matrix, diags
from scipy.sparse.linalg import eigsh, LinearOperator

L, t, U = 8, 1.0, 4.0
FOCK = 4 ** L
rng = np.random.default_rng(7)

# Site states: 0 empty, 1 up, 2 down, 3 double; the first site is most significant.
digits = (np.arange(FOCK)[:, None] // 4 ** np.arange(L - 1, -1, -1)) % 4
up, down = digits & 1, digits >> 1


def hubbard(n_up, n_down, repulsion):
    """Sparse Hamiltonian in one particle-number sector, with fermion signs."""
    states = np.flatnonzero((up.sum(1) == n_up) & (down.sum(1) == n_down))
    position = np.full(FOCK, -1)
    position[states] = np.arange(len(states))
    rows, cols, amps = [], [], []
    for i in range(L - 1):
        step = 4 ** (L - 1 - i) - 4 ** (L - 2 - i)
        for occ, value, between in ((up, 1, down[:, i]), (down, 2, up[:, i + 1])):
            src = states[(occ[states, i] == 1) & (occ[states, i + 1] == 0)]
            rows.append(position[src - value * step])
            cols.append(position[src])
            amps.append(-t * (1.0 - 2.0 * between[src]))
    hop = csr_matrix((np.concatenate(amps),
                      (np.concatenate(rows), np.concatenate(cols))),
                     shape=(len(states), len(states)))
    double = (up[states] * down[states]).sum(1)
    return states, (hop + hop.T + diags(repulsion * double)).tocsr()


def lowest(matrix, k):
    start = rng.standard_normal(matrix.shape[0])
    e, v = eigsh(matrix, k=k, which="SA", v0=start)
    order = np.argsort(e)
    return e[order], v[:, order]


sector, H = hubbard(L // 2, L // 2, U)

# Signs and hopping: without repulsion the energy is a sum of orbital energies.
free_energy = lowest(hubbard(L // 2, L // 2, 0.0)[1], 1)[0][0]
levels = -2 * t * np.cos(np.pi * np.arange(1, L + 1) / (L + 1))
assert abs(free_energy - 2 * np.sort(levels)[:L // 2].sum()) < 1e-8

exact_e, exact_v = lowest(H, 3)
E0, E1, E2 = exact_e
psi0, psi1 = exact_v[:, 0], exact_v[:, 1]
gap = E1 - E0
# Spin of both states from the lowest energies at larger spin projection.
e_sz1 = lowest(hubbard(L // 2 + 1, L // 2 - 1, U)[1], 1)[0][0]
e_sz2 = lowest(hubbard(L // 2 + 2, L // 2 - 2, U)[1], 1)[0][0]
assert abs(e_sz1 - E1) < 1e-8 and e_sz2 > E1 + 1e-3 and E2 > E1 + 1e-3

SITE_Q = np.array([0, 16, 1, 17])          # 16 * (number up) + (number down)
TARGET_Q = 17 * (L // 2)


def scatter(vector):
    full = np.zeros(FOCK)
    full[sector] = vector
    return full


def grow(block, states, m, side):
    """Add one site to a block; keep m eigenvectors of the averaged density matrix."""
    basis, q = block
    dim, kept = basis.shape
    rho = 0.0
    for psi in states:
        full = scatter(psi)
        if side == "left":
            a = (basis.T @ full.reshape(dim, -1)).reshape(4 * kept, -1)
        else:
            a = (full.reshape(-1, dim) @ basis).reshape(-1, 4 * kept).T
        rho = rho + a @ a.T / len(states)
    pair = (q, SITE_Q) if side == "left" else (SITE_Q, q)
    q_new = np.add.outer(*pair).ravel()
    weights, vectors, labels = [], [], []
    for charge in np.unique(q_new):
        idx = np.flatnonzero(q_new == charge)
        w, v = np.linalg.eigh(rho[np.ix_(idx, idx)])
        c = np.zeros((len(q_new), len(idx)))
        c[idx] = v
        weights.append(w)
        vectors.append(c)
        labels.append(np.full(len(idx), charge))
    best = np.argsort(-np.concatenate(weights), kind="stable")[:m]
    c = np.concatenate(vectors, axis=1)[:, best]
    if side == "left":
        new = np.tensordot(basis, c.reshape(kept, 4, -1), 1)
    else:
        new = np.matmul(basis, c.reshape(4, kept, -1))
    return new.reshape(4 * dim, -1), np.concatenate(labels)[best]


def solve(left, right, n_mid, guesses, reject=None, max_iter=5, tol=1e-5):
    """Lowest roots in (left basis) x (n_mid free sites) x (right basis)."""
    (ul, ql), (vr, qr) = left, right
    q_mid = SITE_Q if n_mid == 1 else np.add.outer(SITE_Q, SITE_Q).ravel()
    charge = ql[:, None, None] + q_mid[None, :, None] + qr[None, None, :]
    allowed = np.flatnonzero(charge.ravel() == TARGET_Q)
    size = charge.size

    def expand(x):
        theta = np.zeros(size)
        theta[allowed] = x
        half = ul @ theta.reshape(ul.shape[1], -1)
        return (half.reshape(-1, vr.shape[1]) @ vr.T).ravel()[sector]

    def project(vector):
        half = ul.T @ scatter(vector).reshape(ul.shape[0], -1)
        return (half.reshape(-1, vr.shape[0]) @ vr).ravel()[allowed]

    banned = np.zeros(len(allowed))
    if reject is not None:
        banned = project(reject)
        banned /= np.linalg.norm(banned)
    k = len(guesses)
    space = np.zeros((0, len(allowed)))
    image = np.zeros((0, len(allowed)))
    new = [project(g) for g in guesses]
    for _ in range(max_iter):
        for x in new:
            for _ in range(2):
                x = x - banned * (banned @ x)
                x = x - space.T @ (space @ x)
                norm = np.linalg.norm(x)
                if norm < 1e-12:
                    break
                x = x / norm
            if norm < 1e-12:
                continue
            space = np.vstack([space, x])
            image = np.vstack([image, project(H @ expand(x))])
        small = space @ image.T
        e, c = np.linalg.eigh((small + small.T) / 2)
        ritz = c[:, :k].T @ space
        new = c[:, :k].T @ image - e[:k, None] * ritz
        new = new - np.outer(new @ banned, banned)
        residual = np.linalg.norm(new, axis=1).max()
        if residual < tol:
            break
    return e[:k], [expand(x) for x in ritz], residual


def dmrg(start, m, reject=None, sweeps=2):
    """Two-site sweeps, then a one-site solution next to the middle bond."""
    states = list(start)
    unit = (np.ones((1, 1)), np.array([0]))
    left, right = {0: unit}, {0: unit}
    for r in range(L - 2):
        right[r + 1] = grow(right[r], states, m, "right")
    for _ in range(sweeps):
        for l in range(L - 1):
            states = solve(left[l], right[L - 2 - l], 2, states, reject)[1]
            if l < L - 2:
                left[l + 1] = grow(left[l], states, m, "left")
        for l in range(L - 2, -1, -1):
            r = L - 2 - l
            states = solve(left[l], right[r], 2, states, reject)[1]
            if r < L - 2:
                right[r + 1] = grow(right[r], states, m, "right")
    for l in range(L // 2):
        states = solve(left[l], right[L - 2 - l], 2, states, reject)[1]
        left[l + 1] = grow(left[l], states, m, "left")
    blocks = (left[L // 2], right[L // 2 - 1])
    e, states, residual = solve(*blocks, 1, states, reject, max_iter=150)
    assert residual < 1e-5
    return e, states, blocks


def middle(vector):
    return scatter(vector).reshape(4 ** (L // 2), -1)


# Exact discarded weights at the middle cut.
M0, M1 = middle(psi0), middle(psi1)
s0 = np.linalg.svd(M0, compute_uv=False) ** 2
s1 = np.linalg.svd(M1, compute_uv=False) ** 2
rho_avg = (M0 @ M0.T + M1 @ M1.T) / 2
w_avg, v_avg = np.linalg.eigh(rho_avg)
w_avg, v_avg = w_avg[::-1], v_avg[:, ::-1]


def lost(basis):
    """Mean squared norm lost by both exact states outside an orthonormal basis."""
    return sum(np.linalg.norm(M - basis @ (basis.T @ M)) ** 2 for M in (M0, M1)) / 2


u0 = np.linalg.svd(M0)[0]
u1 = np.linalg.svd(M1)[0]
M_LIST = (16, 24, 32)
cut_needed = {}
for m in M_LIST:
    separate = (s0[m:].sum() + s1[m:].sum()) / 2
    shared = w_avg[m:].sum()
    assert abs(lost(v_avg[:, :m]) - shared) < 1e-11
    mixed = np.linalg.qr(np.hstack([u0[:, :m // 2], u1[:, :m // 2]]))[0]
    for rival in (u0[:, :m], u1[:, :m], mixed):
        assert lost(rival) >= shared - 1e-12
    assert separate <= shared + 1e-12
    assert w_avg[2 * m:].sum() <= separate + 1e-12
    cut_needed[m] = next(n for n in range(1, 257) if w_avg[n:].sum() <= separate)

# A contaminated lower state pushes the projected root below E1 by a known amount.
sin2 = 0.01
phi_bad = np.sqrt(1 - sin2) * psi0 + np.sqrt(sin2) * psi1


def projected_h(x):
    x = np.ravel(x)
    x = x - phi_bad * (phi_bad @ x)
    y = H @ x
    return y - phi_bad * (phi_bad @ y)


assert E1 < 0          # the removed vector has eigenvalue zero and stays above
mu = lowest(LinearOperator(H.shape, matvec=projected_h, dtype=float), 1)[0][0]
assert abs(mu - (E1 - sin2 * gap)) < 1e-8
assert abs((E1 - mu) - (phi_bad @ (H @ phi_bad) - E0)) < 1e-8

sa_cache = {}


def shared_run(m):
    if m not in sa_cache:
        sa_cache[m] = dmrg([psi0, psi1], m)
    return sa_cache[m]


def pair_error(ea, eb):
    return (ea + eb - E0 - E1) / 2


print(f"sites L = {L}, hopping t = {t:.1f}, repulsion U = {U:.1f} t")
print(f"sector dimension = {len(sector)}")
print(f"exact E0 (singlet) = {E0:.8f} t")
print(f"exact E1 (triplet) = {E1:.8f} t")
print(f"gap E1 - E0 = {gap:.6f} t; next gap E2 - E1 = {E2 - E1:.6f} t")
print(f"contaminated lower state, weight {sin2:.2f} of psi1: "
      f"root minus E1 = {mu - E1:.6f} t")

for m in M_LIST:
    e_phi, (phi,), _ = dmrg([psi0], m)
    e_chi, (chi,), blocks = dmrg([psi1], m, reject=phi)
    ea, eb = e_phi[0], e_chi[0]
    overlap = abs(phi @ chi)
    assert overlap < 1e-9
    assert abs(phi @ (H @ phi) - ea) < 1e-8 and abs(chi @ (H @ chi) - eb) < 1e-8
    delta = pair_error(ea, eb)
    assert delta > -1e-9 and ea > E0 - 1e-9

    # The same local basis without the projection has a lower, ground-like root.
    free_root = solve(*blocks, 1, [psi0], max_iter=150)[0][0]
    assert free_root < eb - 0.1 * gap

    # Equal bond dimension: separate states are at least as good, state by state.
    e_same, same_states, _ = shared_run(m)
    assert e_same[0] > E0 - 1e-9 and e_same[1] > E1 - 1e-9
    assert ea <= e_same[0] + 1e-6 and eb <= e_same[1] + 1e-6

    # Joint Schmidt rank at the middle cut.
    for single in (phi, chi):
        assert np.linalg.matrix_rank(middle(single), tol=1e-9) <= m
    rank_sep = np.linalg.matrix_rank(np.hstack([middle(phi), middle(chi)]), tol=1e-9)
    rank_sa = np.linalg.matrix_rank(np.hstack([middle(x) for x in same_states]),
                                    tol=1e-9)
    assert rank_sa <= m < rank_sep <= 2 * m

    # Raise the shared dimension until the pair error is matched.
    m_sa = m
    while pair_error(*shared_run(m_sa)[0]) > delta and m_sa < 2 * m:
        m_sa += 2
    e_match = shared_run(m_sa)[0]
    assert pair_error(*e_match) <= delta
    ratio = m_sa / m

    print(f"--- projection method with m = {m}")
    print(f"E(Phi) - E0 = {ea - E0:.3e} t; E(chi) - E1 = {eb - E1:.3e} t")
    print(f"pair error, projection = {delta:.3e} t")
    print(f"root without projection, minus E0 = {free_root - E0:.3e} t")
    print(f"shared bases, same m: errors = {e_same[0] - E0:.3e} t, "
          f"{e_same[1] - E1:.3e} t")
    print(f"pair error, shared, same m = {pair_error(*e_same):.3e} t")
    print(f"joint Schmidt rank: separate = {rank_sep}, shared = {rank_sa}")
    print(f"shared m reaching the projection accuracy (step 2) = {m_sa}")
    print(f"pair error, shared, at that m = {pair_error(*e_match):.3e} t")
    print(f"ratio r = {ratio:.3f}; r cubed = {ratio ** 3:.2f}")
    print(f"exact middle cut: eps0 = {s0[m:].sum():.3e}, eps1 = {s1[m:].sum():.3e}, "
          f"eps_SA = {w_avg[m:].sum():.3e}")
    print(f"exact middle cut: eps_SA at 2m = {w_avg[2 * m:].sum():.3e}; "
          f"shared m for equal weight = {cut_needed[m]}")

print("all assertions hold")
```

Printed output:

```
sites L = 8, hopping t = 1.0, repulsion U = 4.0 t
sector dimension = 4900
exact E0 (singlet) = -4.23580700 t
exact E1 (triplet) = -3.91649420 t
gap E1 - E0 = 0.319313 t; next gap E2 - E1 = 0.376315 t
contaminated lower state, weight 0.01 of psi1: root minus E1 = -0.003193 t
--- projection method with m = 16
E(Phi) - E0 = 2.329e-03 t; E(chi) - E1 = 5.249e-03 t
pair error, projection = 3.789e-03 t
root without projection, minus E0 = 8.645e-03 t
shared bases, same m: errors = 5.712e-03 t, 5.663e-03 t
pair error, shared, same m = 5.688e-03 t
joint Schmidt rank: separate = 32, shared = 16
shared m reaching the projection accuracy (step 2) = 20
pair error, shared, at that m = 3.319e-03 t
ratio r = 1.250; r cubed = 1.95
exact middle cut: eps0 = 5.572e-05, eps1 = 2.879e-04, eps_SA = 4.476e-04
exact middle cut: eps_SA at 2m = 2.445e-05; shared m for equal weight = 21
--- projection method with m = 24
E(Phi) - E0 = 2.706e-04 t; E(chi) - E1 = 1.510e-03 t
pair error, projection = 8.902e-04 t
root without projection, minus E0 = 3.493e-03 t
shared bases, same m: errors = 6.502e-04 t, 1.703e-03 t
pair error, shared, same m = 1.177e-03 t
joint Schmidt rank: separate = 48, shared = 24
shared m reaching the projection accuracy (step 2) = 26
pair error, shared, at that m = 6.852e-04 t
ratio r = 1.083; r cubed = 1.27
exact middle cut: eps0 = 3.618e-06, eps1 = 8.760e-05, eps_SA = 7.638e-05
exact middle cut: eps_SA at 2m = 1.660e-06; shared m for equal weight = 29
--- projection method with m = 32
E(Phi) - E0 = 1.368e-05 t; E(chi) - E1 = 9.766e-05 t
pair error, projection = 5.567e-05 t
root without projection, minus E0 = 7.134e-04 t
shared bases, same m: errors = 1.109e-04 t, 1.726e-04 t
pair error, shared, same m = 1.417e-04 t
joint Schmidt rank: separate = 64, shared = 32
shared m reaching the projection accuracy (step 2) = 38
pair error, shared, at that m = 4.211e-05 t
ratio r = 1.188; r cubed = 1.67
exact middle cut: eps0 = 1.740e-06, eps1 = 1.842e-05, eps_SA = 2.445e-05
exact middle cut: eps_SA at 2m = 1.450e-07; shared m for equal weight = 38
all assertions hold
```
